# Comparing d-shell splittings in octahedral, tetrahedral and cubic point-charge fields: a numerical check

```python
"""
Result under test (Hartree atomic units): for point ligands of charge -q at
distance a, the first-order d splitting Delta = E(e) - E(t2) is
    Delta = g * (5/3) * q * F4,
    g = 1 (octahedron), -4/9 (tetrahedron), -8/9 (cube),
where F4 is the integral of R(r)^2 r^2 r_<^4 / r_>^5, r_< and r_> being the
smaller and larger of r and a. Odd harmonics do not contribute.
R(r) is proportional to r^2 exp(-zeta r). The Coulomb matrix is integrated in
three dimensions without a multipole expansion and compared with the formulas.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import eval_legendre

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
q, a, zeta = 2.0, 4.0, 3.0

corners = np.array(list(itertools.product([1, -1], repeat=3))) / np.sqrt(3)
ligands = {
    "octahedron": np.vstack([np.eye(3), -np.eye(3)]),
    "tetrahedron": corners[np.prod(corners, axis=1) > 0],
    "cube": corners,
}
factor = {"octahedron": 1.0, "tetrahedron": -4 / 9, "cube": -8 / 9}


def d_functions(x, y, z):
    """Real d harmonics times r^2, order z2, x2-y2, xy, yz, zx."""
    c = np.sqrt(15 / (4 * np.pi))
    return np.array([c / np.sqrt(12) * (2 * z**2 - x**2 - y**2),
                     c / 2 * (x**2 - y**2), c * x * y, c * y * z, c * z * x])


# Radial integrals by quadrature
norm2 = (2 * zeta)**7 / 720


def density(r):
    return norm2 * r**6 * np.exp(-2 * zeta * r)


def radial_average(f):
    inner = quad(lambda r: density(r) * f(r), 0, a, epsabs=1e-14)[0]
    outer = quad(lambda r: density(r) * f(r), a, np.inf, epsabs=1e-14)[0]
    return inner + outer


assert abs(radial_average(lambda r: 1.0) - 1) < 1e-10
r4 = radial_average(lambda r: r**4)
assert abs(r4 - 315 / zeta**4) < 1e-8
F0 = radial_average(lambda r: 1 / max(r, a))
F4 = radial_average(lambda r: min(r, a)**4 / max(r, a)**5)


# Full Coulomb matrix of one ligand in prolate spheroidal coordinates with
# foci at nucleus and ligand: the volume element cancels the singularity.
def ligand_matrix(n):
    helper = np.eye(3)[np.argmin(np.abs(n))]
    e1 = np.cross(n, helper)
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(n, e1)
    t, wt = np.polynomial.laguerre.laggauss(12)
    eta, we = np.polynomial.legendre.leggauss(48)
    phi = 2 * np.pi * np.arange(16) / 16
    xi = 1 + t[:, None, None] / (zeta * a)
    et = eta[None, :, None]
    ph = phi[None, None, :]
    rho = a / 2 * np.sqrt((xi**2 - 1) * (1 - et**2))
    along = a / 2 * (1 + xi * et)
    x, y, z = [rho * np.cos(ph) * e1[i] + rho * np.sin(ph) * e2[i]
               + along * n[i] for i in range(3)]
    weight = (wt[:, None, None] / (zeta * a) * we[None, :, None]
              * (2 * np.pi / 16) * np.exp(-zeta * a * (1 + et))
              * (a / 2)**2 * (xi + et) * norm2)
    d = d_functions(x, y, z).reshape(5, -1)
    w = np.broadcast_to(weight, x.shape).reshape(-1)
    return q * (d * w) @ d.T


levels, splitting = {}, {}
delta_oct_formula = 5 / 3 * q * F4
for name, dirs in ligands.items():
    H = sum(ligand_matrix(n) for n in dirs)
    assert np.max(np.abs(H - np.diag(np.diag(H)))) < 1e-10
    E = np.diag(H)
    assert abs(E[0] - E[1]) < 1e-10 and np.ptp(E[2:]) < 1e-10
    levels[name] = (E[0], E[2])
    splitting[name] = E[0] - E[2]
    predicted = factor[name] * delta_oct_formula
    shift = len(dirs) * q * F0
    assert abs(splitting[name] - predicted) < 1e-9
    assert abs(E[0] - shift - 0.6 * predicted) < 1e-9
    assert abs(E[2] - shift + 0.4 * predicted) < 1e-9
ratio = {k: v / splitting["octahedron"] for k, v in splitting.items()}
assert abs(ratio["tetrahedron"] + 4 / 9) < 1e-7
assert abs(ratio["cube"] + 8 / 9) < 1e-7

# Angular grid on the unit sphere
cos_t, w_t = np.polynomial.legendre.leggauss(64)
az = 2 * np.pi * np.arange(128) / 128
sin_t = np.sqrt(1 - cos_t**2)
u = np.array([np.outer(sin_t, np.cos(az)).ravel(),
              np.outer(sin_t, np.sin(az)).ravel(),
              np.outer(cos_t, np.ones(128)).ravel()])
w = np.outer(w_t, np.full(128, 2 * np.pi / 128)).ravel()
D = d_functions(*u)
P = np.sqrt(3 / (4 * np.pi)) * u
assert np.allclose((D * w) @ D.T, np.eye(5), atol=1e-12)

# Ligand sums of Legendre polynomials against their closed forms
S = np.sum(u**4, axis=0)
for name, dirs in ligands.items():
    A = {k: eval_legendre(k, dirs @ u).sum(axis=0) for k in (1, 2, 3, 4)}
    assert np.max(np.abs(A[1])) < 1e-11 and np.max(np.abs(A[2])) < 1e-11
    cubic = 20 / np.sqrt(3) * np.prod(u, axis=0)
    expected3 = cubic if name == "tetrahedron" else 0 * cubic
    assert np.allclose(A[3], expected3, atol=1e-11)
    assert np.allclose(A[4], factor[name] * 35 / 4 * (S - 0.6), atol=1e-11)

M = (D * w * (S - 0.6)) @ D.T
assert np.allclose(M, np.diag([4 / 35] * 2 + [-8 / 105] * 3), atol=1e-12)


# Full potential on a spherical shell, inside and outside the ligands
def shell_potential(r, dirs):
    return sum(q / np.linalg.norm(r * u - a * n[:, None], axis=0)
               for n in dirs)


for r in (a / 2, 2 * a):
    for name, dirs in ligands.items():
        h = (D * w * shell_potential(r, dirs)) @ D.T
        radial = min(r, a)**4 / max(r, a)**5
        assert abs(h[0, 0] - h[2, 2]
                   - factor[name] * 5 / 3 * q * radial) < 1e-11

# Odd part of the tetrahedral potential: large, silent in d-d, active in p-d
r_shell = a / 2
V = shell_potential(r_shell, ligands["tetrahedron"])
V_inv = shell_potential(r_shell, -ligands["tetrahedron"])
odd, even = (V - V_inv) / 2, (V + V_inv) / 2
even = even - np.sum(w * even) / (4 * np.pi)
rms_odd = np.sqrt(np.sum(w * odd**2) / (4 * np.pi))
rms_even = np.sqrt(np.sum(w * even**2) / (4 * np.pi))
dd_odd = np.max(np.abs((D * w * odd) @ D.T))
assert rms_odd > rms_even and dd_odd < 1e-12
pd = (P * w * V) @ D.T / (q * r_shell**3 / a**4)
pd_expected = np.zeros((3, 5))
pd_expected[0, 3] = pd_expected[1, 4] = pd_expected[2, 2] = (
    4 * np.sqrt(15) / 21)
assert np.allclose(pd, pd_expected, atol=1e-10)
V_cube = shell_potential(r_shell, ligands["cube"])
assert np.max(np.abs((P * w * V_cube) @ D.T)) < 1e-11
assert np.allclose(V_cube, V + V_inv, atol=1e-12)

print(f"ligand charge magnitude q = {q:.1f} e")
print(f"ligand distance a = {a:.1f} bohr")
print(f"orbital exponent zeta = {zeta:.1f} 1/bohr")
print(f"<r^4> = {r4:.5f} bohr^4")
print(f"F0 = {F0:.7f} hartree per unit charge")
print(f"F4 = {F4:.7f} hartree per unit charge")
print(f"<r^4>/a^5 = {r4 / a**5:.7f} hartree per unit charge")
print(f"relative excess of <r^4>/a^5 over F4 = "
      f"{100 * (r4 / a**5 / F4 - 1):.3f} percent")
print(f"<S-3/5> in e = {M[0, 0]:.6f}, in t2 = {M[2, 2]:.6f} (no unit)")
print(f"octahedral splitting from (5/3) q F4 = "
      f"{delta_oct_formula:.7f} hartree")
print("From the full three-dimensional Coulomb integrals:")
for name, dirs in ligands.items():
    print(f"{name}: common shift N q F0 = {len(dirs) * q * F0:.7f} hartree")
    print(f"{name}: E(e) = {levels[name][0]:.7f} hartree")
    print(f"{name}: E(t2) = {levels[name][1]:.7f} hartree")
    print(f"{name}: E(e)-E(t2) = {splitting[name]:.7f} hartree"
          f" = {splitting[name] * HARTREE_EV:.4f} eV")
    print(f"{name}: ratio to octahedron = {ratio[name]:.6f} (no unit)")
print(f"-4/9 = {-4 / 9:.6f}, -8/9 = {-8 / 9:.6f} (no unit)")
print(f"Tetrahedral potential on the shell r = {r_shell:.1f} bohr:")
print(f"rms of odd part = {rms_odd:.5f} hartree")
print(f"rms of non-constant even part = {rms_even:.5f} hartree")
print(f"largest d-d element of odd part below 1e-12 hartree: "
      f"{dd_odd < 1e-12}")
print(f"p_x-yz angular factor = {pd[0, 3]:.5f} (no unit)")
print(f"p_x-yz element on this shell = "
      f"{pd[0, 3] * q * r_shell**3 / a**4:.5f} hartree")
print("done: every assertion held")
```

Running it gives:

```
ligand charge magnitude q = 2.0 e
ligand distance a = 4.0 bohr
orbital exponent zeta = 3.0 1/bohr
<r^4> = 3.88889 bohr^4
F0 = 0.2499998 hartree per unit charge
F4 = 0.0037962 hartree per unit charge
<r^4>/a^5 = 0.0037977 hartree per unit charge
relative excess of <r^4>/a^5 over F4 = 0.040 percent
<S-3/5> in e = 0.114286, in t2 = -0.076190 (no unit)
octahedral splitting from (5/3) q F4 = 0.0126541 hartree
From the full three-dimensional Coulomb integrals:
octahedron: common shift N q F0 = 2.9999981 hartree
octahedron: E(e) = 3.0075905 hartree
octahedron: E(t2) = 2.9949364 hartree
octahedron: E(e)-E(t2) = 0.0126541 hartree = 0.3443 eV
octahedron: ratio to octahedron = 1.000000 (no unit)
tetrahedron: common shift N q F0 = 1.9999987 hartree
tetrahedron: E(e) = 1.9966243 hartree
tetrahedron: E(t2) = 2.0022483 hartree
tetrahedron: E(e)-E(t2) = -0.0056240 hartree = -0.1530 eV
tetrahedron: ratio to octahedron = -0.444444 (no unit)
cube: common shift N q F0 = 3.9999974 hartree
cube: E(e) = 3.9932486 hartree
cube: E(t2) = 4.0044967 hartree
cube: E(e)-E(t2) = -0.0112481 hartree = -0.3061 eV
cube: ratio to octahedron = -0.888889 (no unit)
-4/9 = -0.444444, -8/9 = -0.888889 (no unit)
Tetrahedral potential on the shell r = 2.0 bohr:
rms of odd part = 0.07047 hartree
rms of non-constant even part = 0.02191 hartree
largest d-d element of odd part below 1e-12 hartree: True
p_x-yz angular factor = 0.73771 (no unit)
p_x-yz element on this shell = 0.04611 hartree
done: every assertion held
```
